# Effective phonon transmission with a probe balanced at every frequency: test program

```python
"""Energy-resolved phonon probe: result under test.

A harmonic junction touches reservoirs 1 and 2 and a probe p. T_ab is the
transmission from b into a, computed with the probe attached. If the probe
carries no net current at any frequency, heat flows between 1 and 2 with
    T_eff = T_12 + T_1p T_p2 / (T_p1 + T_p2),
and T_p1 = T_1p when the junction is reciprocal.
Symbols: w angular frequency, G Green function of the displacements,
gamma_a = -2 Im(self-energy) of reservoir a, eta friction coefficient,
n occupation number, kappa thermal conductance.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_continuous_lyapunov
from scipy.signal import find_peaks


def effective(t12, t1p, tp1, tp2):
    return t12 + t1p * tp2 / (tp1 + tp2)


def bose(energy_ratio):
    return 1.0 / np.expm1(energy_ratio)


def chain_inverse_response(w, mass, spring):
    """Inverse surface response of a free-ended semi-infinite chain, in band."""
    x = mass * w**2 / spring
    bloch = 1 - x / 2 + 1j * np.sqrt(x - x**2 / 4)
    return mass * w**2 - spring + spring * bloch


def contact_self_energy(inverse_response, contact):
    """Self-energy of a lead whose surface atom is held by a contact spring."""
    return contact**2 / (inverse_response - contact)


# ---- Quantum dynamics of three finite leads on one central mass (hbar=kB=m=1)
# The probe lead is prepared with the occupation that should stop its current.
def quantum_star():
    length, center_mass, pin = 300, 2.0, 0.5
    contacts = np.array([1.0, 0.5, 0.7])          # lead 1, lead 2, probe
    temp_1, temp_2 = 0.6, 0.2

    def self_energies(w):
        inverse = chain_inverse_response(w, 1.0, 1.0)
        return np.array([contact_self_energy(inverse, k) for k in contacts])

    def occupations(w):
        g1, g2, _ = -2 * self_energies(w).imag
        n1, n2 = bose(w / temp_1), bose(w / temp_2)
        return n1, n2, (g1 * n1 + g2 * n2) / (g1 + g2)

    size = 3 * length + 1
    dynamical = np.zeros((size, size))
    cov_u, cov_v = np.zeros((size, size)), np.zeros((size, size))
    dynamical[0, 0] = (pin + contacts.sum()) / center_mass
    cov_u[0, 0] = cov_v[0, 0] = 0.5
    for a, k in enumerate(contacts):
        lead = 2 * np.eye(length) - np.eye(length, k=1) - np.eye(length, k=-1)
        lead[0, 0] = 1 + k
        square, modes = np.linalg.eigh(lead)
        freq = np.sqrt(square)
        half = occupations(freq)[a] + 0.5
        block = slice(1 + a * length, 1 + (a + 1) * length)
        dynamical[block, block] = lead
        cov_u[block, block] = (modes * (half / freq)) @ modes.T
        cov_v[block, block] = (modes * (half * freq)) @ modes.T
        first = 1 + a * length
        dynamical[0, first] = dynamical[first, 0] = -k / np.sqrt(center_mass)
    square, modes = np.linalg.eigh(dynamical)
    freq = np.sqrt(square)
    center = modes[0] / np.sqrt(center_mass)
    currents = []
    for time in np.linspace(200, 500, 31):        # before echoes return at 600
        cosine, sine = np.cos(freq * time), np.sin(freq * time)
        vel_from_u = modes @ (-center * freq * sine)
        vel_from_v = modes @ (center * cosine)
        right_u, right_v = cov_u @ vel_from_u, cov_v @ vel_from_v
        row = []
        for a, k in enumerate(contacts):
            stretch = modes[1 + a * length] - center
            row.append(k * ((modes @ (stretch * cosine)) @ right_u
                            + (modes @ (stretch * sine / freq)) @ right_v))
        currents.append(row)
    measured = np.mean(currents, axis=0)

    count = 20000
    w = (np.arange(count) + 0.5) * 2.0 / count
    sigma = self_energies(w)
    g1, g2, gp = -2 * sigma.imag
    green2 = abs(1 / (center_mass * w**2 - pin - contacts.sum()
                      - sigma.sum(axis=0)))**2
    t_eff = effective(g1 * g2 * green2, g1 * gp * green2,
                      gp * g1 * green2, gp * g2 * green2)
    n1, n2, _ = occupations(w)
    predicted = np.sum(w * t_eff * (n1 - n2)) * (2.0 / count) / (2 * np.pi)
    return measured, predicted


star_measured, star_predicted = quantum_star()
# 1 percent: finite observation time leaves small decaying transients
assert abs(star_measured[0] - star_predicted) < 0.01 * star_predicted
assert abs(star_measured[1] + star_predicted) < 0.01 * star_predicted
assert abs(star_measured[2]) < 0.01 * star_predicted

# ---- Non-reciprocal ring: velocity-dependent sideways (gyroscopic) forces
ring_k = np.array([[2.6, -1.0, -0.7], [-1.0, 2.3, -0.5], [-0.7, -0.5, 1.9]])
gyro = 0.6 * np.array([[0, 1, -1], [-1, 0, 1], [1, -1, 0]], float)
ring_eta = np.array([0.5, 0.8, 0.4])              # lead 1, lead 2, probe


def ring_transmission(w, eta, load=0.0):
    w = np.atleast_1d(w).astype(float)
    matrix = (w[:, None, None]**2 * np.eye(3) - ring_k
              + 1j * w[:, None, None] * (np.diag(eta) - gyro))
    matrix[:, 2, 2] -= load
    gam = 2 * w[:, None] * eta
    return gam[:, :, None] * gam[:, None, :] * abs(np.linalg.inv(matrix))**2


# Classical heat currents from the stationary covariance, three temperatures
ring_temp = np.array([1.5, 0.4, 0.9])
drift = np.block([[np.zeros((3, 3)), np.eye(3)],
                  [-ring_k, gyro - np.diag(ring_eta)]])
noise = np.diag(np.r_[np.zeros(3), 2 * ring_eta * ring_temp])
covariance = solve_continuous_lyapunov(drift, -noise)
ring_current = ring_eta * (ring_temp - np.diag(covariance)[3:])
angle = (np.arange(20000) + 0.5) * (np.pi / 2) / 20000
wide_w = np.tan(angle)
wide_dw = (np.pi / 2) / 20000 / np.cos(angle)**2
area = np.einsum('w,wab->ab', wide_dw, ring_transmission(wide_w, ring_eta))
landauer = np.sum(area * (ring_temp[:, None] - ring_temp[None, :]),
                  axis=1) / (2 * np.pi)
assert np.allclose(ring_current, landauer, rtol=1e-5, atol=1e-7)

# Replace the friction probe by a lossless spring of random reflection phase
phase = (np.arange(4000) + 0.5) * np.pi / 4000
ring_w = 1.3
t = ring_transmission(ring_w, ring_eta)[0]
assert abs(t[0, 2] - t[2, 0]) > 0.01
ring_formula = effective(t[0, 1], t[0, 2], t[2, 0], t[2, 1])
ring_naive = t[0, 1] + t[0, 2] * t[2, 1] / (t[0, 2] + t[2, 1])
closed_eta = np.array([ring_eta[0], ring_eta[1], 0.0])
ring_average = ring_transmission(np.full(4000, ring_w), closed_eta,
                                 ring_w * ring_eta[2] / np.tan(phase)
                                 )[:, 0, 1].mean()
assert abs(ring_average - ring_formula) < 1e-8
assert abs(ring_average - ring_naive) > 1e-4

# ---- One oscillator: the probe broadens the resonance but keeps its area
for eta_probe in (0.0, 0.1, 1.0):
    e1, e2 = 0.2, 0.3
    response = abs(1 / (wide_w**2 - 1 + 1j * wide_w * (e1 + e2 + eta_probe)))**2
    pair = 4 * wide_w**2 * response
    values = effective(pair * e1 * e2, pair * e1 * eta_probe,
                       pair * e1 * max(eta_probe, 1e-30),
                       pair * e2 * max(eta_probe, 1e-30))
    assert abs(np.sum(values * wide_dw) / (2 * np.pi * e1 * e2 / (e1 + e2))
               - 1) < 1e-5

# ---- Worked junction: CH2 chain between gold-like chains, SI units inside
unit_count, probe_site = 20, 4                     # site index counts from zero
mass_u, lead_mass_u = 14.0, 197.0
spring, lead_spring, contact = 300.0, 60.0, 30.0   # N/m
rate_ps, temperature, bias = 20.0, 300.0, 20.0     # 1/ps, K, K
mass, lead_mass = mass_u * const.atomic_mass, lead_mass_u * const.atomic_mass
w_max = 2 * np.sqrt(lead_spring / lead_mass)


def frequency_grid(count):
    return (np.arange(count) + 0.5) * w_max / count


def transmissions(w, site_mass, site_spring, contact_k, inverse, friction,
                  load=0.0):
    """All site-to-site transmissions; end sites carry leads 1 and 2."""
    number = len(friction)
    stiffness = site_spring * (2 * np.eye(number) - np.eye(number, k=1)
                               - np.eye(number, k=-1))
    stiffness[0, 0] = stiffness[-1, -1] = site_spring + contact_k
    sigma = contact_self_energy(inverse, contact_k)
    matrix = np.repeat(-stiffness[None].astype(complex), len(w), axis=0)
    site = np.arange(number)
    matrix[:, site, site] += (site_mass * w[:, None]**2
                              + 1j * w[:, None] * friction)
    matrix[:, 0, 0] -= sigma
    matrix[:, -1, -1] -= sigma
    matrix[:, probe_site, probe_site] -= load
    gam = 2 * w[:, None] * friction
    gam[:, 0] -= 2 * sigma.imag
    gam[:, -1] -= 2 * sigma.imag
    return gam[:, :, None] * gam[:, None, :] * abs(np.linalg.inv(matrix))**2


def probe_friction(rate_per_ps, site_mass=mass):
    friction = np.zeros(unit_count)
    friction[probe_site] = site_mass * rate_per_ps * 1e12
    return friction


def junction(w, rate_per_ps, contact_k=contact, inverse=None):
    if inverse is None:
        inverse = chain_inverse_response(w, lead_mass, lead_spring)
    t = transmissions(w, mass, spring, contact_k, inverse,
                      probe_friction(rate_per_ps))
    return t[:, 0, -1], t[:, 0, probe_site], t[:, probe_site, -1]


def kappa(w, transmission):
    """Linear-response conductance in pW/K on a midpoint grid."""
    x = const.hbar * w / (const.k * temperature)
    heat_weight = (x / 2 / np.sinh(x / 2))**2
    return (const.k / (2 * np.pi) * np.sum(heat_weight * transmission)
            * w_max / len(w) * 1e12)


w = frequency_grid(4000)
f_thz = w / (2 * np.pi) * 1e-12
t_free = junction(w, 0.0)[0]
t12, t1p, tp2 = junction(w, rate_ps)
t_broken = t1p * tp2 / (t1p + tp2)
t_eff = effective(t12, t1p, t1p, tp2)

# Uniform chain: closed formula for one friction probe
uniform = transmissions(w, lead_mass, lead_spring, lead_spring,
                        chain_inverse_response(w, lead_mass, lead_spring),
                        probe_friction(rate_ps, lead_mass))
uniform_eff = effective(uniform[:, 0, -1], uniform[:, 0, probe_site],
                        uniform[:, probe_site, 0], uniform[:, probe_site, -1])
assert np.allclose(uniform_eff,
                   1 / (1 + rate_ps * 1e12 / np.sqrt(w_max**2 - w**2)),
                   rtol=1e-7)

# Random-phase average of coherent transmission in the worked junction
peaks = find_peaks(t_free)[0]
assert len(peaks) > 0
peak = peaks[-1]
samples = [int(np.argmin(abs(f_thz - 1.0))), int(peak),
           int(np.argmin(abs(f_thz - 4.0)))]
phase_average = []
for i in samples:
    repeated = np.full(len(phase), w[i])
    load = w[i] * mass * rate_ps * 1e12 / np.tan(phase)
    closed = transmissions(repeated, mass, spring, contact,
                           chain_inverse_response(repeated, lead_mass,
                                                  lead_spring),
                           np.zeros(unit_count), load)
    phase_average.append(closed[:, 0, -1].mean())
    assert abs(phase_average[-1] / t_eff[i] - 1) < 1e-5
assert t_eff[peak] < t_free[peak]
assert np.any(t_eff > 1.01 * t_free)

k_free, k_direct = kappa(w, t_free), kappa(w, t12)
k_broken, k_eff = kappa(w, t_broken), kappa(w, t_eff)
w_coarse = frequency_grid(2000)
c12, c1p, cp2 = junction(w_coarse, rate_ps)
assert abs(kappa(w_coarse, effective(c12, c1p, c1p, cp2)) / k_eff - 1) < 1e-4

# Probe with a single temperature: only its total current vanishes
k1p, kp2 = kappa(w, t1p), kappa(w, tp2)
k_thermal = effective(k_direct, k1p, k1p, kp2)
assert k_thermal >= k_eff

# Same total friction spread over all inner units, each with its own balance
spread = np.zeros(unit_count)
spread[1:-1] = mass * rate_ps * 1e12 / (unit_count - 2)
t_all = transmissions(w, mass, spring, contact,
                      chain_inverse_response(w, lead_mass, lead_spring), spread)
site = np.arange(unit_count)
t_all[:, site, site] = 0.0
balance = -t_all[:, 1:-1, 1:-1]
inner = np.arange(unit_count - 2)
balance[:, inner, inner] += t_all[:, 1:-1, :].sum(axis=2)
filling = np.linalg.solve(balance, t_all[:, 1:-1, 0][..., None])[..., 0]
t_spread = t_all[:, -1, 0] + np.sum(t_all[:, -1, 1:-1] * filling, axis=1)
t_leaving = t_all[:, 0, -1] + np.sum(t_all[:, 0, 1:-1] * (1 - filling), axis=1)
assert np.allclose(t_spread, t_leaving, rtol=1e-6, atol=1e-10)
k_spread = kappa(w, t_spread)

# Electrodes with a three-dimensional Debye surface response, same cutoff
debye = 3 / (lead_mass * w_max**3) * (
    -w_max + w / 2 * np.log((w_max + w) / (w_max - w)) - 0.5j * np.pi * w)
d12, d1p, dp2 = junction(w, rate_ps, inverse=1 / debye)
k_debye = kappa(w, effective(d12, d1p, d1p, dp2))
k_debye_free = kappa(w, junction(w, 0.0, inverse=1 / debye)[0])

# Thermal softening of a Morse contact; Gaussian average of its curvature
morse_per_nm = 15.0
stretch_nm = np.sqrt(const.k * temperature / contact) * 1e9
spread_ratio = morse_per_nm * stretch_nm
softening = np.exp(-spread_ratio**2)
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
scaled = 1.5 * spread_ratio**2 + spread_ratio * nodes
assert abs(np.sum(weights * (np.exp(-scaled) - np.exp(-2 * scaled)))) < 1e-10
assert abs(np.sum(weights * (2 * np.exp(-2 * scaled) - np.exp(-scaled)))
           - softening) < 1e-10
s12, s1p, sp2 = junction(w, rate_ps, contact_k=contact * softening)
k_soft = kappa(w, effective(s12, s1p, s1p, sp2))

# Finite temperature difference and classical limit
hot, cold = temperature + bias / 2, temperature - bias / 2
n_hot = bose(const.hbar * w / (const.k * hot))
n_cold = bose(const.hbar * w / (const.k * cold))
heat_pw = np.sum(const.hbar * w * t_eff * (n_hot - n_cold)) * (
    w_max / len(w)) / (2 * np.pi) * 1e12
k_classical = const.k / (2 * np.pi) * np.sum(t_eff) * w_max / len(w) * 1e12
k_ceiling = kappa(w, np.ones_like(w))
n_probe = (t1p * n_hot + tp2 * n_cold) / (t1p + tp2)

print("TESTS (dimensionless model units)")
print(f"three-lead dynamics: J1 = {star_measured[0]:.6f}, "
      f"J2 = {star_measured[1]:.6f}, Jp = {star_measured[2]:.1e}")
print(f"three-lead formula:  J1 = {star_predicted:.6f}")
print(f"ring T1p = {t[0, 2]:.5f}, Tp1 = {t[2, 0]:.5f}")
print(f"ring T_eff: formula {ring_formula:.6f}, phase average "
      f"{ring_average:.6f}")
print(f"ring with denominator T1p+Tp2: {ring_naive:.6f}")
print("ring currents, covariance:", np.round(ring_current, 6))
print("ring currents, formula:   ", np.round(landauer, 6))
print("JUNCTION INPUTS")
print(f"units {unit_count}, probe on unit {probe_site + 1}, "
      f"T = {temperature:.0f} K")
print(f"masses: unit {mass_u:.0f} u, lead atom {lead_mass_u:.0f} u")
print(f"springs: chain {spring:.0f}, lead {lead_spring:.0f}, "
      f"contact {contact:.0f} N/m")
print(f"probe rate {rate_ps:.0f} /ps; rate/units "
      f"{rate_ps / unit_count:.2f} /ps")
print(f"lead cutoff {w_max / (2 * np.pi) * 1e-12:.3f} THz")
print("TRANSMISSIONS (dimensionless)")
print("f/THz   T12     T1p     Tp2     broken  T_eff   average no probe")
for i, average in zip(samples, phase_average):
    print(f"{f_thz[i]:.3f}  {t12[i]:.5f} {t1p[i]:.5f} {tp2[i]:.5f} "
          f"{t_broken[i]:.5f} {t_eff[i]:.5f} {average:.5f} {t_free[i]:.5f}")
print(f"at {f_thz[peak]:.3f} THz: n({hot:.0f} K) = {n_hot[peak]:.5f}, "
      f"n({cold:.0f} K) = {n_cold[peak]:.5f}")
print(f"probe occupation there: {n_probe[peak]:.5f}")
print("CONDUCTANCES (pW/K)")
print(f"no probe {k_free:.3f}")
print(f"direct {k_direct:.3f} + phase-broken {k_broken:.3f} = {k_eff:.3f}")
print("rate/(1/ps)  direct   broken   total")
scan = []
for rate in (2.0, 20.0, 200.0, 2000.0):
    a12, a1p, ap2 = junction(w, rate)
    direct = kappa(w, a12)
    broken = kappa(w, a1p * ap2 / (a1p + ap2))
    scan.append(direct + broken)
    print(f"{rate:8.0f}    {direct:7.3f}  {broken:7.3f}  {scan[-1]:7.3f}")
assert scan[-1] < 0.5 * k_free
print("NEGLECTED EFFECTS (pW/K unless marked)")
print(f"single-temperature probe {k_thermal:.4f} "
      f"(spectral probe {k_eff:.4f})")
print(f"friction spread over inner units {k_spread:.3f}")
print(f"3D Debye electrodes: with probe {k_debye:.3f}, "
      f"without {k_debye_free:.3f}")
print(f"Morse parameter {morse_per_nm:.0f} /nm, rms contact stretch "
      f"{stretch_nm:.4f} nm")
print(f"contact stiffness factor {softening:.4f}, conductance {k_soft:.3f}")
print(f"{bias:.0f} K bias: heat {heat_pw:.2f} pW, "
      f"heat/bias {heat_pw / bias:.4f}")
print(f"classical limit {k_classical:.3f}")
print(f"ceiling per polarization {k_ceiling:.3f}, "
      f"two omitted ones {2 * k_ceiling:.3f}")
print("verified")
```

Printed output:

```
TESTS (dimensionless model units)
three-lead dynamics: J1 = 0.028563, J2 = -0.028563, Jp = -5.8e-10
three-lead formula:  J1 = 0.028563
ring T1p = 0.78835, Tp1 = 0.05826
ring T_eff: formula 0.861342, phase average 0.861342
ring with denominator T1p+Tp2: 0.516669
ring currents, covariance: [ 0.218436 -0.255381  0.036945]
ring currents, formula:    [ 0.218436 -0.255381  0.036945]
JUNCTION INPUTS
units 20, probe on unit 5, T = 300 K
masses: unit 14 u, lead atom 197 u
springs: chain 300, lead 60, contact 30 N/m
probe rate 20 /ps; rate/units 1.00 /ps
lead cutoff 4.311 THz
TRANSMISSIONS (dimensionless)
f/THz   T12     T1p     Tp2     broken  T_eff   average no probe
1.000  0.56022 0.19784 0.11947 0.07449 0.63471 0.63471 0.67432
3.874  0.26080 0.49987 0.49967 0.24989 0.51068 0.51068 0.99999
4.000  0.15529 0.39601 0.35113 0.18611 0.34140 0.34140 0.38575
at 3.874 THz: n(310 K) = 1.21709, n(290 K) = 1.11290
probe occupation there: 1.16500
CONDUCTANCES (pW/K)
no probe 31.289
direct 24.107 + phase-broken 4.435 = 28.542
rate/(1/ps)  direct   broken   total
       2     30.296    0.694   30.990
      20     24.107    4.435   28.542
     200      7.429    8.772   16.201
    2000      0.307    2.804    3.111
NEGLECTED EFFECTS (pW/K unless marked)
single-temperature probe 28.9945 (spectral probe 28.5423)
friction spread over inner units 28.971
3D Debye electrodes: with probe 13.545, without 15.345
Morse parameter 15 /nm, rms contact stretch 0.0118 nm
contact stiffness factor 0.9694, conductance 27.970
20 K bias: heat 570.84 pW, heat/bias 28.5421
classical limit 28.772
ceiling per polarization 58.743, two omitted ones 117.486
verified
```
